# Comment on taking free hydrogen atoms from stretched restricted Hartree-Fock H2: verification in Python

```python
# Result under test: closed-shell restricted Hartree-Fock (RHF) does not separate
# H2 into neutral atoms. In a minimal basis its covalent and ionic parts have equal
# weight at every distance R, and for exact 1s functions
#     E_RHF -> 2 E_H + U/2 - 1/(2R),  U = (aa|aa) = 5/8 hartree.
# Symbols: R nuclear distance (bohr), S overlap of the two 1s functions,
# g/u the even/odd molecular orbitals, K = (gu|gu), zeta the 1s scale factor.
# "CI" is full configuration interaction: exact only within the given basis.
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.constants import physical_constants as pc
from pyscf import gto, scf, dft, fci

EV = pc['Hartree energy in eV'][0]
PROTON_MASS = pc['proton-electron mass ratio'][0]


def core(mol):
    return mol.intor('int1e_kin') + mol.intor('int1e_nuc')


def h_atom_mol(basis):
    return gto.M(atom='H 0 0 0', basis=basis, spin=1, verbose=0)


def h2(R, basis, symmetry=True, spin=0):
    return gto.M(atom=[['H', (0, 0, -R / 2)], ['H', (0, 0, R / 2)]], unit='Bohr',
                 basis=basis, symmetry=symmetry, spin=spin, verbose=0)


def rhf(mol, atomic_orbital=None):
    """Closed-shell solution with both electrons in an even sigma orbital.
    An atomic orbital, if given, is placed on both atoms as the starting point."""
    mf = scf.RHF(mol)
    mf.irrep_nelec = {'A1g': 2}
    mf.init_guess = '1e'
    mf.conv_tol = 1e-11
    mf.max_cycle = 200
    start = None
    if atomic_orbital is not None:
        both = np.concatenate([atomic_orbital, atomic_orbital])
        both = both / np.sqrt(both @ mol.intor('int1e_ovlp') @ both)
        start = 2 * np.outer(both, both)
    mf.kernel(dm0=start)
    assert mf.converged
    orbital = np.asarray(mf.mo_coeff)[:, np.asarray(mf.mo_occ) > 1][:, 0]
    return mf.e_tot, orbital, mf


def half_repulsion_atom(mol):
    """Minimize 2<h> + (cc|cc)/2 for one orbital c on a single atom: the energy
    of two infinitely separated halves of a doubly occupied even orbital."""
    h, S, eri = core(mol), mol.intor('int1e_ovlp'), mol.intor('int2e')
    c = eigh(h, S)[1][:, 0]
    for _ in range(200):
        J = np.einsum('pqrs,r,s->pq', eri, c, c)
        new = eigh(h + J / 2, S)[1][:, 0]
        new = new * np.sign(new @ S @ c)
        change = np.max(abs(new - c))
        c = new
        if change < 1e-10:
            break
    assert change < 1e-8
    J = np.einsum('pqrs,r,s->pq', eri, c, c)
    return 2 * c @ h @ c + c @ J @ c / 2, c


def orthogonalized(mol):
    """Integrals in symmetrically orthogonalized atomic orbitals."""
    values, vectors = np.linalg.eigh(mol.intor('int1e_ovlp'))
    X = (vectors / np.sqrt(values)) @ vectors.T
    root = (vectors * np.sqrt(values)) @ vectors.T
    eri = np.einsum('pqrs,pi,qj,rk,sl->ijkl', mol.intor('int2e'), X, X, X, X,
                    optimize=True)
    return X, root, X @ core(mol) @ X, eri


def pair_ground_state(mol):
    """Lowest singlet by diagonalization in the full two-electron product space."""
    X, root, h, eri = orthogonalized(mol)
    n = len(h)
    one = np.eye(n)
    H = np.kron(h, one) + np.kron(one, h)
    H += eri.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    swap = np.eye(n * n).reshape(n, n, n, n).transpose(1, 0, 2, 3).reshape(n * n, n * n)
    H += 50.0 * (np.eye(n * n) - swap) / 2      # lifts triplets out of the way
    energy, vector = eigh(H, subset_by_index=[0, 0])
    return energy[0] + mol.energy_nuc(), vector[:, 0].reshape(n, n)


# ---- repulsion of two electrons in one hydrogen 1s orbital, exact integration
r, s = sp.symbols('r s', positive=True)
inside = sp.integrate(4 * s**2 * sp.exp(-2 * s), (s, 0, r))
outer = sp.expand(4 * r * sp.exp(-2 * r) * inside)
U_exact = sp.simplify(2 * sp.integrate(outer, (r, 0, sp.oo)))
assert U_exact == sp.Rational(5, 8)
U = float(U_exact)

# ---- the minimal basis: solve the atom in 12 s Gaussians and contract
s_basis = {'H': [[0, [0.04 * 2.2**k, 1.0]] for k in range(12)]}
atom = h_atom_mol(s_basis)
levels, states = eigh(core(atom), atom.intor('int1e_ovlp'))
E_H = levels[0]
exponents = [atom.bas_exp(i)[0] for i in range(atom.nbas)]
assert abs(E_H + 0.5) < 1e-4


def minimal(zeta=1.0):
    return {'H': [[0] + [[float(e * zeta**2), float(c)]
                         for e, c in zip(exponents, states[:, 0])]]}


print('E_H of the contracted 1s function = %.5f hartree' % E_H)
print('U = (aa|aa) = %.4f hartree' % U)
print('Minimal basis; energies in hartree, R in bohr; w = ionic weight')
print('   R      S       E_RHF     E_CI    w_RHF   w_CI')
g = np.array([1, 1]) / np.sqrt(2)
u = np.array([1, -1]) / np.sqrt(2)
E_min = {}
for R in (1.4, 2.0, 4.0, 6.0, 10.0, 20.0):
    mol = h2(R, minimal())
    E_rhf, c, _ = rhf(mol)
    E_ci, psi = pair_ground_state(mol)
    X, root, h, eri = orthogonalized(mol)
    S = mol.intor('int1e_ovlp')
    product = np.outer(root @ c, root @ c)
    w_rhf = np.sum(np.diag(product)**2)
    w_ci = np.sum(np.diag(psi)**2)
    assert abs(w_rhf - 0.5) < 1e-6

    # squared projections on the normalized, overlapping structures
    norm = np.sqrt(2 * (1 + S[0, 1]**2))
    metric_psi = S @ np.outer(c, c) @ S
    p_ion = (np.trace(metric_psi) / norm)**2
    p_cov = ((metric_psi[0, 1] + metric_psi[1, 0]) / norm)**2
    p_formula = (1 + S[0, 1])**2 / (2 * (1 + S[0, 1]**2))
    assert abs(p_ion - p_formula) < 1e-6 and abs(p_cov - p_formula) < 1e-6

    # two-configuration formula against the full product-space result
    def coulomb(p, q, v, w):
        return np.einsum('ijkl,i,j,k,l', eri, p, q, v, w)
    E_g = 2 * g @ h @ g + coulomb(g, g, g, g) + 1 / R
    E_u = 2 * u @ h @ u + coulomb(u, u, u, u) + 1 / R
    K = coulomb(g, u, g, u)
    half_gap = (E_u - E_g) / 2
    root_term = np.hypot(half_gap, K)
    assert abs(E_g - E_rhf) < 1e-7
    assert abs((E_g + E_u) / 2 - root_term - E_ci) < 1e-8
    assert abs((1 - K / root_term) / 2 - w_ci) < 1e-7

    # rotate the doubly occupied orbital from one atom (0) to the other (90 deg)
    scan = []
    for angle in np.radians(np.arange(91)):
        o = np.array([np.cos(angle), np.sin(angle)])
        scan.append(2 * o @ h @ o + coulomb(o, o, o, o) + 1 / R)
    assert np.argmin(scan) == 45
    E_min[R] = (E_rhf, E_ci, scan[0], half_gap, K, p_ion)
    print('%5.1f %8.5f %9.5f %9.5f %6.3f %8.5f'
          % (R, S[0, 1], E_rhf, E_ci, w_rhf, w_ci))

R = 20.0
E_rhf, E_ci, E_ion, half_gap, K, _ = E_min[R]
predicted = -1 + U / 2 - 1 / (2 * R)
assert abs(E_rhf - predicted) < 2e-4        # limited by the Gaussian 1s function
assert abs(E_ci + 1) < 2e-4
assert abs(E_ion - (-1 + U - 1 / R)) < 2e-4
assert abs(K - (U - 1 / R) / 2) < 2e-4 and abs(half_gap) < 1e-4
R_far = 30.0
E_far = rhf(h2(R_far, minimal()))[0]
assert abs((E_far - E_rhf) - (1 / (2 * R) - 1 / (2 * R_far))) < 1e-5
print('Squared projection on each structure, R=1.4: %.4f' % E_min[1.4][5])
print('R=20: predicted E_RHF = %.5f hartree' % predicted)
print('R=20: ion-pair energy = %.5f hartree' % E_ion)
print('R=20: K = %.5f hartree' % K)
print('RHF limit, fixed 1s = %.4f hartree' % (-1 + U / 2))
print('Error of that limit = %.4f hartree = %.2f eV' % (U / 2, U / 2 * EV))

# ---- the restricted triplet separates correctly
triplet = scf.ROHF(h2(R, minimal(), symmetry=False, spin=2))
triplet.kernel()
assert abs(triplet.e_tot + 1) < 2e-4
print('R=20: restricted triplet = %.5f hartree' % triplet.e_tot)

# ---- unrestricted Hartree-Fock: good energy, mixed spin
for R in (4.0, 10.0):
    mol = h2(R, minimal(), symmetry=False)
    uhf = scf.UHF(mol)
    uhf.conv_tol = 1e-11
    uhf.kernel(dm0=np.array([np.diag([1.0, 0.0]), np.diag([0.0, 1.0])]))
    assert uhf.converged
    root = orthogonalized(mol)[1]
    up, down = root @ uhf.mo_coeff[0][:, 0], root @ uhf.mo_coeff[1][:, 0]
    amplitude = np.outer(up, down)
    triplet_weight = np.sum(((amplitude - amplitude.T) / 2)**2)
    S2 = 2 * triplet_weight                  # S(S+1) = 2 for the triplet part
    assert abs(S2 - (1 - (up @ down)**2)) < 1e-8
    assert abs(S2 - uhf.spin_square()[0]) < 1e-6
    assert uhf.e_tot < E_min[R][0] - 0.01
    print('UHF R=%4.1f: E = %.5f hartree, <S^2> = %.4f' % (R, uhf.e_tot, S2))
assert abs(uhf.e_tot + 1) < 1e-3 and abs(S2 - 1) < 1e-2

# ---- orbital relaxation lowers the RHF limit but does not cure it
R = 20.0
zeta = 27 / 32
relaxed = [rhf(h2(R, minimal(z)))[0] + 1 / (2 * R) for z in (zeta - .05, zeta, zeta + .05)]
assert abs(relaxed[1] + zeta**2) < 2e-4
assert relaxed[1] < relaxed[0] and relaxed[1] < relaxed[2]
E_half = half_repulsion_atom(atom)[0]
E_s = rhf(h2(40.0, s_basis))[0] + 1 / 80.0
assert abs(E_s - E_half) < 1e-4
assert -1 < E_half < -zeta**2
print('Best zeta = %.5f, RHF limit = %.5f hartree' % (zeta, -zeta**2))
print('RHF limit, free radial shape = %.5f hartree' % E_half)


# ---- larger basis: chance of finding both electrons on one side of the midplane
def same_side(mol, psi, level):
    grid = dft.gen_grid.Grids(mol)
    grid.level = level
    grid.build()
    ao = dft.numint.eval_ao(mol, grid.coords)
    weight = grid.weights * 0.5 * (1 + np.sign(grid.coords[:, 2]))
    X = orthogonalized(mol)[0]
    right = X @ (ao.T @ (weight[:, None] * ao)) @ X
    left = np.eye(len(right)) - right
    return np.sum(psi * (right @ psi @ right)) + np.sum(psi * (left @ psi @ left))


print('cc-pVTZ: probability of both electrons on one side')
E_tz = {}
for R in (1.4, 4.0, 10.0):
    mol = h2(R, 'cc-pvtz')
    E_rhf, c, _ = rhf(mol)
    root = orthogonalized(mol)[1]
    E_ci, psi = pair_ground_state(mol)
    E_tz[R] = (E_rhf, E_ci)
    P_rhf = same_side(mol, np.outer(root @ c, root @ c), 5)
    P_ci = same_side(mol, psi, 5)
    assert abs(P_rhf - 0.5) < 1e-4
    assert abs(P_ci - same_side(mol, psi, 3)) < 3e-3   # quadrature across a step
    print('  R=%4.1f bohr: RHF %.3f, CI %.3f' % (R, P_rhf, P_ci))
assert P_ci < 0.01

# ---- the RHF limit in cc-pVTZ, against the half-repulsion atom in the same basis
E_half_tz, orbital_tz = half_repulsion_atom(h_atom_mol('cc-pvtz'))
E_limit = rhf(h2(20.0, 'cc-pvtz'), orbital_tz)[0] + 1 / 40.0
assert abs(E_limit - E_half_tz) < 2e-4       # weak polarization remains at R=20
# the spread-out orbital needs diffuse functions: adding them closes the basis gap
gap_tz = E_half_tz - E_half
gap_aug = half_repulsion_atom(h_atom_mol('aug-cc-pvtz'))[0] - E_half
assert gap_tz > 0 and abs(gap_aug) < gap_tz / 2


# ---- dissociation energies and the size of what is left out
def atom_energy(basis):
    single = h_atom_mol(basis)
    return eigh(core(single), single.intor('int1e_ovlp'))[0][0]


E_atom = atom_energy('cc-pvtz')
D_atoms = 2 * E_atom - E_tz[1.4][0]
D_stretched = E_limit - E_tz[1.4][0]
D_ci = 2 * E_atom - E_tz[1.4][1]
assert D_atoms < D_ci < D_stretched
small = h2(1.4, 'cc-pvdz')
E_small = pair_ground_state(small)[0]
assert abs(E_small - fci.FCI(rhf(small)[2]).kernel()[0]) < 1e-7
D_small = 2 * atom_energy('cc-pvdz') - E_small
step = 0.02
E_minus = pair_ground_state(h2(1.4 - step, 'cc-pvtz'))[0]
E_plus = pair_ground_state(h2(1.4 + step, 'cc-pvtz'))[0]
force_constant = (E_plus + E_minus - 2 * E_tz[1.4][1]) / step**2
zero_point = 0.5 * np.sqrt(force_constant / (PROTON_MASS / 2))
per_atom = E_limit / 2 - E_atom
assert per_atom > 5 * zero_point and per_atom > 5 * abs(D_ci - D_small)
print('cc-pVTZ E at R=1.4: RHF %.5f, CI %.5f hartree' % E_tz[1.4])
print('cc-pVTZ H atom = %.5f hartree' % E_atom)
print('cc-pVTZ RHF limit (tail removed) = %.5f hartree' % E_limit)
print('Half-repulsion atom, cc-pVTZ = %.5f hartree' % E_half_tz)
print('Its gap to the free radial shape: cc-pVTZ %.5f hartree' % gap_tz)
print('  same gap, aug-cc-pVTZ: %.5f hartree' % gap_aug)
print('Dissociation energy from R=1.4 bohr, cc-pVTZ:')
for label, D in (('RHF, separate atoms', D_atoms),
                 ('RHF, stretched H2', D_stretched), ('CI', D_ci)):
    print('  %-20s %.4f hartree = %.2f eV' % (label, D, D * EV))
print('Atom reference error = %.4f hartree = %.2f eV per H' % (per_atom, per_atom * EV))
print('CI change, cc-pVDZ to cc-pVTZ = %.2f eV' % ((D_ci - D_small) * EV))
print('Harmonic zero-point energy = %.2f eV' % (zero_point * EV))
print('all tests passed')
```

Running it gives:

```
E_H of the contracted 1s function = -0.49999 hartree
U = (aa|aa) = 0.6250 hartree
Minimal basis; energies in hartree, R in bohr; w = ionic weight
   R      S       E_RHF     E_CI    w_RHF   w_CI
  1.4  0.75295  -1.09093  -1.10654  0.500  0.39003
  2.0  0.58646  -1.08079  -1.10838  0.500  0.32392
  4.0  0.18927  -0.89535  -1.01277  0.500  0.05887
  6.0  0.04710  -0.79513  -1.00053  0.500  0.00311
 10.0  0.00201  -0.73862  -0.99999  0.500  0.00000
 20.0  0.00000  -0.71249  -0.99999  0.500  0.00000
Squared projection on each structure, R=1.4: 0.9805
R=20: predicted E_RHF = -0.71250 hartree
R=20: ion-pair energy = -0.42500 hartree
R=20: K = 0.28750 hartree
RHF limit, fixed 1s = -0.6875 hartree
Error of that limit = 0.3125 hartree = 8.50 eV
R=20: restricted triplet = -0.99999 hartree
UHF R= 4.0: E = -1.00269 hartree, <S^2> = 0.9305
UHF R=10.0: E = -0.99999 hartree, <S^2> = 1.0000
Best zeta = 0.84375, RHF limit = -0.71191 hartree
RHF limit, free radial shape = -0.71541 hartree
cc-pVTZ: probability of both electrons on one side
  R= 1.4 bohr: RHF 0.500, CI 0.425
  R= 4.0 bohr: RHF 0.500, CI 0.107
  R=10.0 bohr: RHF 0.500, CI 0.000
cc-pVTZ E at R=1.4: RHF -1.13296, CI -1.17233 hartree
cc-pVTZ H atom = -0.49981 hartree
cc-pVTZ RHF limit (tail removed) = -0.71233 hartree
Half-repulsion atom, cc-pVTZ = -0.71233 hartree
Its gap to the free radial shape: cc-pVTZ 0.00308 hartree
  same gap, aug-cc-pVTZ: 0.00036 hartree
Dissociation energy from R=1.4 bohr, cc-pVTZ:
  RHF, separate atoms  0.1333 hartree = 3.63 eV
  RHF, stretched H2    0.4206 hartree = 11.45 eV
  CI                   0.1727 hartree = 4.70 eV
Atom reference error = 0.1436 hartree = 3.91 eV per H
CI change, cc-pVDZ to cc-pVTZ = 0.21 eV
Harmonic zero-point energy = 0.28 eV
all tests passed
```
